\section*{Zero and negative modes of fluctuations about bounces and kinks}

\section*{Setting}

A particle of mass $m$ moves in one dimension in a smooth potential $V(x)$. In imaginary time $\tau$ its Euclidean action is
\begin{equation}
S[x]=\int_{-\infty}^{\infty}d\tau\left[\frac m2\dot x^2+V(x)\right],
\qquad \dot x=\frac{dx}{d\tau}.
\end{equation}
Two kinds of stationary path $\bar x(\tau)$ are considered.

\begin{itemize}
\item A \emph{bounce} starts at a metastable minimum $x_0$ at $\tau\to-\infty$, turns once at a point $x_t>x_0$, and returns to $x_0$ at $\tau\to\infty$. Here $V(x_0)=V(x_t)=0$, $V>0$ in between, and $V'(x_t)\neq0$. The origin of $\tau$ is put at the turning point.
\item A \emph{kink} runs from one minimum to a neighbouring one. Both have $V=0$, and $V>0$ in between.
\end{itemize}
Every minimum at which a path ends is quadratic, $V''>0$. The infinite time line corresponds to zero temperature; part (h) treats a finite period.

\section*{(a) The fluctuation operator and the velocity}

\textbf{Question.} Expand $S$ to second order about $\bar x$. What does the resulting operator do to $v=\dot{\bar x}$, and is $v$ normalizable?

\textbf{Solution.} Put $x=\bar x+\eta$ with $\eta\to0$ at both ends. The first-order term is
\begin{equation}
\int d\tau\,[m\dot{\bar x}\dot\eta+V'(\bar x)\eta]
=\int d\tau\,[-m\ddot{\bar x}+V'(\bar x)]\eta ,
\end{equation}
after integration by parts. It vanishes for all $\eta$ if
\begin{equation}
m\ddot{\bar x}=V'(\bar x). \label{eom}
\end{equation}
This is Newtonian motion in the inverted potential $-V$. The second-order term is
\begin{equation}
\delta^2S=\frac m2Q[\eta],\qquad
Q[\eta]=\int d\tau\,(\dot\eta^2+W\eta^2),\qquad
W(\tau)=\frac{V''(\bar x(\tau))}{m}.
\end{equation}
For smooth $\eta$, another integration by parts gives
\begin{equation}
Q[\eta]=\int d\tau\,\eta F\eta,\qquad F=-\frac{d^2}{d\tau^2}+W(\tau).
\end{equation}
Differentiating \eqref{eom} with respect to $\tau$ gives $m\ddot v=V''(\bar x)v$, that is,
\begin{equation}
\ddot v=Wv,\qquad Fv=0. \label{zero}
\end{equation}
The velocity therefore has eigenvalue zero, provided it is normalizable. To check this, note that
\begin{equation}
\frac{d}{d\tau}\left[\frac m2v^2-V(\bar x)\right]=v\,[m\dot v-V'(\bar x)]=0 .
\end{equation}
The bracket vanishes at $\tau\to\pm\infty$, so
\begin{equation}
\frac m2v^2=V(\bar x). \label{energy}
\end{equation}
Near an end minimum $x_e$ with $V''(x_e)=m\omega_e^2$, this reads $v^2\simeq\omega_e^2(\bar x-x_e)^2$. The distance from the minimum, and with it $v$, decays as $e^{-\omega_e|\tau|}$. Hence $v$ is a genuine zero mode. It expresses time-translation invariance, since $\bar x(\tau+c)\simeq\bar x(\tau)+c\,v(\tau)$ has the same action as $\bar x$.

Since $W\to\omega_e^2>0$ at each end, the continuous spectrum of $F$ starts at the smaller $\omega_e^2$. Any spectrum below it consists of discrete eigenvalues. Consequently, if some $\eta$ has $Q[\eta]<0$, then $F$ has a negative eigenvalue.

\section*{(b) Nodes of the velocity}

\textbf{Question.} How many zeros does $v$ have at finite $\tau$ for each path?

\textbf{Solution.} By \eqref{energy}, $v$ vanishes only where $V(\bar x)=0$. A kink reaches its end minima only asymptotically, and $V>0$ in between, so its velocity has no zero.

The bounce meets $V=0$ at finite time only at $x_t$, which it reaches once, at $\tau=0$. There \eqref{eom} gives
\begin{equation}
\dot v(0)=\frac{V'(x_t)}{m}\neq0 ,
\end{equation}
so the zero is simple. Since $V$ falls to zero at $x_t$ from positive values, $\dot v(0)<0$: the velocity is positive before the turn and negative after it.

The node theorem for one-dimensional operators of this type says that the bound states, ordered from below, have $0,1,2,\dots$ nodes. Parts (c) to (e) prove what is needed of it here directly.

\section*{(c) Stability of the kink}

\textbf{Question.} Use the nodeless $v$ to write $Q$ as an integral of a square. How many negative modes does the kink have?

\textbf{Solution.} Since $v\neq0$, any $\eta$ can be written as $\eta=vf$. With $\dot\eta=\dot vf+v\dot f$ and $Wv=\ddot v$,
\begin{align}
\dot\eta^2+W\eta^2
&=\dot v^2f^2+2v\dot vf\dot f+v^2\dot f^2+v\ddot vf^2 \nonumber\\
&=v^2\dot f^2+\frac{d}{d\tau}\left(v\dot vf^2\right), \label{square}
\end{align}
because the derivative in the last line equals $\dot v^2f^2+v\ddot vf^2+2v\dot vf\dot f$. The boundary term is $v\dot vf^2=\eta^2\dot v/v$. At large $|\tau|$ the ratio $\dot v/v$ tends to a constant while $\eta\to0$, so this term vanishes and
\begin{equation}
Q[\eta]=\int d\tau\,v^2\dot f^2\ge0 .
\end{equation}
An eigenfunction with eigenvalue $\lambda<0$ would have $Q=\lambda\int\eta^2d\tau<0$. The kink therefore has no negative mode. Equality requires constant $f$, so $v$ is the sole zero mode and the ground state of $F$. Symmetry between the two wells was not used.

\section*{(d) An upper bound for the bounce}

\textbf{Question.} The bounce velocity vanishes at $\tau=0$. For which $\eta$ does the argument of (c) survive, and how many negative modes does this allow?

\textbf{Solution.} Apply \eqref{square} separately for $\tau<0$ and $\tau>0$. The new boundary terms are the limits of $\eta^2\dot v/v$ at $\tau\to0^\pm$. There $v\simeq\dot v(0)\tau$, so $\dot v/v\simeq1/\tau$. If $\eta$ is smooth and $\eta(0)=0$, then $\eta^2\simeq\dot\eta(0)^2\tau^2$, and the boundary terms vanish. Hence
\begin{equation}
\eta(0)=0\quad\Longrightarrow\quad Q[\eta]\ge0. \label{pinned}
\end{equation}
Suppose there were two orthonormal eigenfunctions $\psi_1,\psi_2$ with negative eigenvalues $\lambda_1,\lambda_2$. If both vanish at $\tau=0$, then $\psi_1$ alone contradicts \eqref{pinned}. Otherwise take
\begin{equation}
\eta=\psi_2(0)\psi_1-\psi_1(0)\psi_2,\qquad \eta(0)=0 .
\end{equation}
Orthogonality removes the cross terms in $\int\eta F\eta\,d\tau$, leaving
\begin{equation}
Q[\eta]=\lambda_1\psi_2(0)^2+\lambda_2\psi_1(0)^2<0 ,
\end{equation}
again a contradiction. There is at most one negative mode.

\section*{(e) Existence of the negative mode}

\textbf{Question.} Evaluate $Q$ for $|v|+\varepsilon g$, where $g$ is smooth, localized and positive at $\tau=0$. What follows for the bounce?

\textbf{Solution.} On each half line $|v|=\pm v$, so $f$ is constant there. The boundary terms $v\dot v$ vanish at $\tau=0$ and at infinity, hence $Q[|v|]=0$. Expanding in $\varepsilon$,
\begin{equation}
Q[|v|+\varepsilon g]=2\varepsilon\int d\tau\left(\frac{d|v|}{d\tau}\dot g+W|v|g\right)+\varepsilon^2Q[g].
\end{equation}
Integrate the first term by parts on each half line. The bulk terms cancel because $|v|$ obeys \eqref{zero} away from $\tau=0$. The slopes of $|v|$ at $0^\pm$ are $\pm|\dot v(0)|$, so each half line contributes $-|\dot v(0)|g(0)$ to the integral. Therefore
\begin{equation}
Q[|v|+\varepsilon g]=-4\varepsilon\,g(0)|\dot v(0)|+\varepsilon^2Q[g]. \label{corner}
\end{equation}
For small positive $\varepsilon$ this is negative: rounding the corner of $|v|$ lowers $Q$ below zero. By (a) a negative eigenvalue exists, and by (d) there is exactly one.

An amplitude $c$ along a normalized mode of eigenvalue $\lambda$ changes the action by $m\lambda c^2/2$ at second order. The bounce is thus a saddle of the action with one descending direction. The kink has no descending direction at this order. In a semiclassical path integral, the Gaussian weight $e^{-m\lambda c^2/2\hbar}$ grows with $|c|$ along the bounce's negative mode, so that integral does not converge on the real axis.

The proof uses the zeros of a single function $v$. In several dimensions $v$ is a vector and this node argument does not apply.

\section*{(f) The negative eigenvalue and a cubic well}

\textbf{Question.} Relate the negative eigenvalue $\lambda_0$ to its mode $\psi_0$ and to $v$. Evaluate it for $V=\frac12m\omega^2x^2(1-x/a)$.

\textbf{Solution.} The mode $\psi_0$ can be chosen positive. Indeed $|\psi_0|$ has the same $Q$ and norm as $\psi_0$, so it also minimizes $Q$ at fixed norm and is a smooth eigenfunction. At a zero its slope would vanish too, which would make it vanish identically.

From $\ddot\psi_0=(W-\lambda_0)\psi_0$ and $\ddot v=Wv$,
\begin{equation}
\frac{d}{d\tau}(\psi_0\dot v-v\dot\psi_0)=\psi_0\ddot v-v\ddot\psi_0=\lambda_0\psi_0v .
\end{equation}
Integrate from $0$ to $\infty$. With $v(0)=0$ the left side gives $-\psi_0(0)\dot v(0)=\psi_0(0)|\dot v(0)|$, and on the right $v=-|v|$. Hence
\begin{equation}
\lambda_0=-\frac{\psi_0(0)\,|\dot v(0)|}{\int_0^\infty\psi_0|v|\,d\tau}. \label{wronskian}
\end{equation}

From here on $m=\omega=a=1$, so eigenvalues are in units of $\omega^2$ and times in units of $1/\omega$. It is useful to embed the cubic well in the family
\begin{equation}
V=\tfrac12x^2(1-x)(1-rx),\qquad 0\le r<1, \label{family}
\end{equation}
with $x_0=0$ and $x_t=1$. Setting $\bar x=1/y$ in \eqref{energy} gives $\dot y^2=(y-1)(y-r)$. This is solved by $y=\frac12[(1+r)+(1-r)\cosh\tau]$, since then $y-1=\frac{1-r}2(\cosh\tau-1)$ and $y-r=\frac{1-r}2(\cosh\tau+1)$, whose product is $\left(\frac{1-r}2\right)^2\sinh^2\tau=\dot y^2$. Thus
\begin{equation}
\bar x(\tau)=\frac{2}{(1+r)+(1-r)\cosh\tau}. \label{bounce}
\end{equation}

For the cubic well, $r=0$. Write $C=\operatorname{sech}(\tau/2)$ and $T=\tanh(\tau/2)$. Then $\bar x=C^2$, $v=-C^2T$ and $W=1-3\bar x=1-3C^2$. From $\dot C=-CT/2$ and $T^2=1-C^2$,
\begin{equation}
\frac{d^2C^n}{d\tau^2}=\frac14\left[n^2C^n-n(n+1)C^{n+2}\right]. \label{powers}
\end{equation}
For $n=3$ this gives
\begin{equation}
FC^3=-\tfrac94C^3+3C^5+C^3-3C^5=-\tfrac54C^3 .
\end{equation}
So $\psi_0=C^3$ and $\lambda_0=-5/4$. Formula \eqref{wronskian} agrees: $\psi_0(0)=1$, $|\dot v(0)|=|V'(1)|=1/2$, and $\int_0^\infty C^5T\,d\tau=2/5$, giving $-0.5/0.4=-1.25$. Numerical diagonalization gives the bound levels $-1.25$, $0$ and $0.75$.

The corner argument can be followed in numbers. With $g=e^{-\tau^2/2}$ and $\varepsilon=0.1$, the linear term of \eqref{corner} is $-4(0.1)(0.5)=-0.2$. The full value is $Q=-0.2212$ and the squared norm is $0.6758$. Their ratio, $-0.327$, is a variational upper bound on $\lambda_0$; it is negative but far from optimal.

\section*{(g) From the bounce to the kink}

\textbf{Question.} At $r=1$ the family \eqref{family} is a symmetric double well. Find its kink and check the zero mode. What happens to the negative mode of the bounce as $\delta=1-r\to0$?

\textbf{Solution.} At $r=1$, \eqref{energy} gives $\dot{\bar x}=\bar x(1-\bar x)$, so $\bar x=1/(1+e^{-\tau})$ and $v=C^2/4$. Since $V''=1-6x(1-x)$, one has $W=1-\frac32C^2$. Equation \eqref{powers} with $n=2$ gives $FC^2=-C^2+\frac32C^4+C^2-\frac32C^4=0$. Diagonalization finds no negative level and the next level at $0.75$. For the kink of $V=\frac12x^2(1-x^2)^2$, whose wells have curvatures $1$ and $4$, it also finds no negative mode.

For small $\delta$ the bounce \eqref{bounce} is a kink followed, after a long stay near $x=1$, by an antikink. Near $\tau=0$ one has $W\simeq1$ and $\dot v(0)=V'(1)=-\delta/2$, so
\begin{equation}
|v|\simeq\frac\delta2\sinh|\tau| .
\end{equation}
The even mode $\psi_0$ obeys nearly the same equation, because $\lambda_0$ is small, so there $\psi_0\simeq B\cosh\tau$. At either wall $\psi_0$ and $|v|$ both reduce to the zero mode of a single kink. Normalizing them to agree there, the growing exponentials must match, which gives $B=\delta/2$. The denominator of \eqref{wronskian} becomes
\begin{equation}
\int_0^\infty v^2d\tau=\int_0^1|v|\,dx\simeq\int_0^1x(1-x)\,dx=\frac16 .
\end{equation}
Hence, to leading order in $\delta$,
\begin{equation}
\lambda_0\simeq-6\left(\frac\delta2\right)^2=-\frac32\delta^2. \label{pair}
\end{equation}

\begin{center}
\begin{tabular}{cccc}
$r$ & $\lambda_0$ (diagonalization) & $-\frac32\delta^2$ & ratio\\
$0.9$ & $-1.660\times10^{-2}$ & $-1.500\times10^{-2}$ & $1.107$\\
$0.99$ & $-1.515\times10^{-4}$ & $-1.500\times10^{-4}$ & $1.010$\\
$0.999$ & $-1.502\times10^{-6}$ & $-1.500\times10^{-6}$ & $1.001$
\end{tabular}
\end{center}

Place the walls where $\bar x=1/(1+r)$, that is, where $\cosh\tau=(1+r)/(1-r)\simeq2/\delta$. Their separation $R$ then obeys $e^{R/2}\simeq4/\delta$, and \eqref{pair} becomes $\lambda_0\simeq-24e^{-R}$. At $r=0.999$ the separation is $R=16.59$.

The two modes have a direct meaning. Adding $cv$ shifts both walls in the same direction. Adding $c|v|$ gives approximately $\bar x(\tau+c)$ on the left and $\bar x(\tau-c)$ on the right, which changes the separation. The negative mode is therefore the relative motion of the pair, and its eigenvalue vanishes as the walls move apart. As $\delta\to0$ the separation diverges. With the origin at the turning point both walls recede to infinity, and \eqref{bounce} tends to the constant $\bar x=1$ at every finite $\tau$. If the origin is instead moved to the left wall, what remains at finite time is a single kink, which has no partner to move against.

\section*{(h) A finite period}

\textbf{Question.} At finite temperature, bounce and fluctuations have a finite period $\hbar\beta$, where $\beta$ is the inverse temperature. Let the path make one full oscillation per period between two turning points, both with $V'\ne0$. How many negative modes does the node argument allow?

\textbf{Solution.} Now $v$ has two simple zeros per period, at $\tau_1$ and $\tau_2$. The argument of (d) gives $Q\ge0$ when $\eta(\tau_1)=\eta(\tau_2)=0$. Three negative modes would have a nonzero combination satisfying these two linear conditions, so there are at most two. The corner argument of (e) gives a first-order term $-4\varepsilon\sum_i|\dot v(\tau_i)|g(\tau_i)$, so there is at least one. The node count leaves one or two, and both occur:

\begin{itemize}
\item In the cubic well, at half the barrier height, the period is $6.902$ and the lowest periodic eigenvalues are $-1.140$, $0$ and $0.274$: one negative mode.
\item For the barrier $V=-\frac12x^2-\frac14x^4$ with amplitude $0.5$, the period is $5.769$ and they are $-1.385$, $-0.375$ and $0$: two negative modes.
\end{itemize}
The count of exactly one proved in (d) and (e) thus belongs to the bounce on the infinite line. For a periodic bounce the second eigenvalue has to be examined separately. The numerical check covers both situations.

\section*{Calculated quantities}
\begin{verbatim}
Units: m = omega = a = 1; eigenvalues in omega^2, times in 1/omega
bounce r=0.000: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.250000e+00, Wronskian formula -1.2500e+00
bounce r=0.500: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -4.305212e-01, Wronskian formula -4.3052e-01
bounce r=0.900: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.660278e-02, Wronskian formula -1.6603e-02
   pair estimate -1.5000e-02, ratio exact/estimate 1.1069, wall separation 7.274
bounce r=0.990: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.515379e-04, Wronskian formula -1.5154e-04
   pair estimate -1.5000e-04, ratio exact/estimate 1.0103, wall separation 11.973
bounce r=0.999: velocity nodes 1, negative modes 1, with eta(0)=0: 0
   lowest eigenvalue -1.501506e-06, Wronskian formula -1.5015e-06
   pair estimate -1.5000e-06, ratio exact/estimate 1.0010, wall separation 16.587
cubic bounce, bound levels: -1.250000, 0.000000, 0.750000
cubic bounce, |F v|/|v| below 1e-8: True
symmetric kink: velocity nodes 0, negative modes 0, end curvatures 1.000 and 1.000
uneven kink: velocity nodes 0, negative modes 0, end curvatures 1.000 and 4.000
symmetric kink, first level above zero: 0.750000
Q for bounce, eta(0)=0: direct 0.391461, as square 0.391461
Q for kink: direct 0.580699, as square 0.580699
cubic bounce, acceleration at turning point: -0.5000
corner trial |v| + eps exp(-t^2/2): dQ/d(eps) at 0 = -2.000000, predicted -2.000000
corner trial, eps=0.1: Q = -0.221189, norm = 0.675804, Q/norm = -0.327298
cubic barrier height 0.074074, orbit energy 0.037037 (m omega^2 a^2), outer turning point 0.910684 a
harmonic period at both barrier tops: 6.283185
periodic, cubic barrier: period 6.901644, nodes 2, negative modes 1
   lowest three eigenvalues: -1.14012, 0.00000, 0.27409
periodic, barrier -x^2/2-x^4/4, amplitude 0.5: period 5.768846, nodes 2, negative modes 2
   lowest three eigenvalues: -1.38485, -0.37500, 0.00000
\end{verbatim}
